\section*{Momentum blocks and the excitonic instability of an indirect-gap determinant}

\section{The question}

In an insulator with an indirect gap, the valence maximum and the conduction minimum lie at different crystal momenta. Moving an electron from one to the other costs the gap, but the electron and the hole it leaves attract each other. If their binding energy exceeds the gap, such pairs lower the energy, and the filled-band determinant is not a minimum. The pair carries the momentum $Q$ that separates the band edges. A calculation in the primitive cell, where every density has the lattice period, contains no variation of that momentum and can converge without a sign of trouble.

Two results are needed: how the stability problem separates by momentum transfer, and when the sector $Q$ becomes unstable. The instability condition is derived below first from the second-order energy and then from the self-consistent field.

\section{First derivation: the second-order energy}

\subsection{Stability matrix}

Take $N$ cells with periodic boundary conditions and a determinant $\Phi$ of Bloch orbitals, with the same bands filled at every $k$. Let $i,j$ denote filled and $a,b$ empty spin-orbitals. Assume that $\Phi$ is stationary, $\langle\Phi_i^a|H|\Phi\rangle=0$. Neighbouring determinants are
\begin{equation}
\Phi(Z)=\exp\Big(\sum_{ai}Z_{ai}a_a^\dagger a_i\Big)\Phi=\Phi+\Phi_1+\Phi_2+\dots,
\end{equation}
with $\Phi_1=\sum Z_{ai}\Phi_i^a$ and $\Phi_2=\frac12\sum Z_{ai}Z_{bj}\Phi_{ij}^{ab}$. Different excitation ranks are orthogonal, so the norm is $1+\sum|Z_{ai}|^2$ to second order. Dividing $\langle\Phi(Z)|H|\Phi(Z)\rangle$ by it gives the energy change
\begin{align}
E_2&=\langle\Phi_1|H-E_0|\Phi_1\rangle+2\,\mathrm{Re}\langle\Phi_2|H|\Phi\rangle\nonumber\\
&=Z^\dagger AZ+\mathrm{Re}(Z^\dagger BZ^*),\label{e2}
\end{align}
where
\begin{equation}
A_{ai,bj}=\langle\Phi_i^a|H-E_0|\Phi_j^b\rangle,\qquad B_{ai,bj}=\langle\Phi_{ij}^{ab}|H|\Phi\rangle .
\end{equation}
The factor $\frac12$ in $\Phi_2$ cancels the 2 before the real part. Equivalently,
\begin{equation}
E_2=\tfrac12X^\dagger MX,\quad X=\begin{pmatrix}Z\\Z^*\end{pmatrix},\quad M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}.
\end{equation}
A negative eigenvalue of $M$ means an unstable determinant. The eigenvector can be given the required form $(Z,Z^*)$: interchanging its halves and conjugating yields another eigenvector with the same eigenvalue, and the sum of the two has this form. If the sum vanishes, multiply the original vector by $i$ first.

\subsection{Separation by momentum}

Let $T$ translate by a lattice vector $R$. It commutes with $H$, and $Ta_{nk}^\dagger T^{-1}=e^{-ik\cdot R}a_{nk}^\dagger$. If $\Phi$ has total crystal momentum $K$, an excitation from $(v,k)$ to $(c,k+q)$ has momentum $K+q$. Inserting $T^\dagger T=1$ in the matrix elements gives
\begin{equation}
A_{q,q'}=e^{i(q-q')\cdot R}A_{q,q'},\qquad B_{q,q'}=e^{i(q+q')\cdot R}B_{q,q'}
\end{equation}
for every $R$. Modulo a reciprocal lattice vector, therefore, $A$ vanishes unless $q=q'$, and $B$ vanishes unless $q'=-q$.

So $M$ is not diagonal in $q$ if $Z_q$ and $Z_q^*$ are placed together: $B$ joins $q$ to $-q$. It is block diagonal when $Z_q$ is grouped with $Z_{-q}^*$:
\begin{equation}
E_2=\frac12\sum_qX_q^\dagger M(q)X_q,\qquad
M(q)=\begin{pmatrix}A(q)&B(q)\\B(q)^\dagger&A(-q)^*\end{pmatrix},\label{block}
\end{equation}
with $X_q=(Z_q,Z_{-q}^*)$ and $B(q)=B_{q,-q}$. The lower left block follows from the symmetry $B_{ai,bj}=B_{bj,ai}$, which gives $(B_{-q,q})^*=(B(q)^T)^*=B(q)^\dagger$. Interchanging the halves of $M(q)$ and conjugating gives $M(-q)$, so the two blocks have the same real spectrum.

This uses only the translation symmetry of $H$ and $\Phi$. It was tested on a five-cell ring with two hybridised bands and complex hopping, with all second derivatives taken from the energy alone. The largest forbidden element was $4\times10^{-8}$ eV, against allowed couplings of up to $0.08$ eV in $A$ and $0.06$ eV in $B$. Adding an impurity potential on one site, with the determinant kept, produced forbidden elements of $A$ of up to $0.10$ eV.

\subsection{Two-band model}

Consider a chain with lattice constant 1, one valence orbital $v$ and one conduction orbital $c$ per cell, no hybridisation, and
\begin{equation}
\epsilon_v(k)=2t_v\cos k,\qquad\epsilon_c(k)=D_0+2t_c\cos k,\qquad t_v,t_c>0.
\end{equation}
The valence maximum is at $k=0$ and the conduction minimum at $k=\pi$. With $(pq|rs)=\int\!\!\int p^*q\,r^*s/r_{12}$ as the pattern, the nonzero on-site integrals are
\begin{align}
U&=(vv|vv)=(cc|cc),& V&=(cc|vv),\nonumber\\
J&=(cv|vc),& J'&=(cv|cv),
\end{align}
all real. Integrals with an odd number of $c$ orbitals are taken to vanish, so the full valence band is a stationary determinant.

Each site holds one $v$ electron of each spin. A valence electron has the mean-field shift $2U-U=U$ (direct minus exchange), a conduction electron $2V-J$. A pair with momentum transfer $q$ therefore costs
\begin{equation}
\Delta_k(q)=D+2t_c\cos(k+q)-2t_v\cos k,\quad D=D_0+2V-J-U .\label{delta}
\end{equation}
At $q=\pi$ this is $D-2W\cos k$ with $W=t_c+t_v$. Its minimum is the indirect Hartree--Fock gap $G=D-2W$, assumed positive.

For spin-orbitals the matrix elements are
\begin{align}
A_{ai,bj}&=(\epsilon_a-\epsilon_i)\delta_{ab}\delta_{ij}+(ai|jb)-(ab|ji),\nonumber\\
B_{ai,bj}&=(ai|bj)-(aj|bi),
\end{align}
where $\epsilon_a,\epsilon_i$ now include the mean-field shifts. Four Bloch orbitals contribute $N^{-2}$, the sum over sites contributes $N$, and the phases cancel by momentum conservation. Each integral thus becomes an on-site integral divided by $N$. For spin-conserving pairs the first integral in each line couples both spins, the second equal spins only. The combinations of $\uparrow$ and $\downarrow$ pairs with equal sign (charge) and opposite sign (spin) give
\begin{align}
\text{charge:}\quad&A=\Delta_k\delta_{kk'}+\frac{2J-V}{N},& B&=\frac{2J'-J'}{N}=\frac{J'}{N},\nonumber\\
\text{spin:}\quad&A=\Delta_k\delta_{kk'}-\frac VN,& B&=-\frac{J'}{N}.
\end{align}
Spin-flip pairs are the other two components of the spin triplet. Since $\Phi$ is a singlet, rotation symmetry gives them the same stability spectrum.

Because the cosine is even, $\Delta_k(-q)=\Delta_{-k}(q)$. Relabelling $k\to-k$ in the second half of $X_q$ turns $A(-q)$ into $A(q)$ and leaves the constant matrices unchanged. The vectors $(x,\pm x)$ then reduce $M(q)$ to $A\pm B$. The upper sign means a real on-site pair amplitude, the lower an imaginary one. All four cases have the form $\Delta_k\delta_{kk'}-g/N$, with
\begin{align}
g&=V-2J-J'&&\text{(charge, real)},\nonumber\\
g&=V-2J+J'&&\text{(charge, imaginary)},\nonumber\\
g&=V+J'&&\text{(spin, real)},\nonumber\\
g&=V-J'&&\text{(spin, imaginary)}.\label{channels}
\end{align}
For $J,J'\ge0$ none exceeds the real spin strength.

\subsection{The lowest eigenvalue}

The eigenvalue equation is $(\Delta_k-\lambda)x_k=gs$, with $s=N^{-1}\sum_kx_k$. If $s=0$, $\lambda$ equals one of the positive $\Delta_k$ and is harmless. Otherwise, dividing by $\Delta_k-\lambda$ and averaging over $k$ gives
\begin{equation}
1=\frac gN\sum_k\frac1{\Delta_k(q)-\lambda}.\label{secular}
\end{equation}
For $g>0$ the right side rises from 0 to infinity as $\lambda$ goes from $-\infty$ to the smallest $\Delta_k$. There is one root in this range, and it is negative precisely when the right side exceeds 1 at $\lambda=0$:
\begin{equation}
g\,\chi(q)>1,\qquad\chi(q)=\frac1N\sum_k\frac1{\Delta_k(q)}.\label{criterion}
\end{equation}
For $g\le0$ no root lies below the smallest $\Delta_k$, and the channel is stable.

For a long chain the sum becomes an integral. Write
\begin{align}
2t_c\cos(k+q)-2t_v\cos k&=\mathrm{Re}\,[2(t_ce^{iq}-t_v)e^{ik}]=2R\cos(k+\theta),\nonumber\\
R(q)^2&=t_c^2+t_v^2-2t_ct_v\cos q .
\end{align}
Shift $k$ by $\theta$, put $D'=D-\lambda>2R$ and $z=e^{ik}$. Then
\begin{equation}
\int_0^{2\pi}\frac{dk}{2\pi}\frac1{D'+2R\cos k}=\oint\frac{dz}{2\pi i}\frac1{Rz^2+D'z+R}=\frac1{\sqrt{D'^2-4R^2}} .
\end{equation}
The poles are $z_\pm=(-D'\pm\sqrt{D'^2-4R^2})/2R$; only $z_+$ lies inside the unit circle, and its residue is $1/[R(z_+-z_-)]$. Equation (\ref{secular}) becomes $(D-\lambda)^2=4R^2+g^2$, so
\begin{equation}
\lambda_{\min}(q)=D-\sqrt{4R(q)^2+g^2}.\label{lambda}
\end{equation}
This falls as $R$ grows, and $R$ is largest at $q=\pi$, where $R=W$. The wavevector of the indirect gap is the first to become unstable. Setting $\lambda_{\min}(\pi)<0$ gives $g^2>D^2-4W^2=(D-2W)(D+2W)$, or
\begin{equation}
g>g_c=\sqrt{G(G+4W)}.\label{main}
\end{equation}
The pair level lies below the pair continuum by
\begin{equation}
E_b=G-\lambda_{\min}(\pi)=\sqrt{4W^2+g^2}-2W,
\end{equation}
so (\ref{main}) is the same as $E_b>G$. This $E_b$ belongs to the stability matrix with the full strength $g$. It is the binding energy of an exciton built from single excitations only if $B=0$.

\section{Second derivation: the self-consistent field}

\subsection{Field produced by a small order}

Now start from the Fock operator and ask whether a small interband order sustains itself. Let $p_\sigma(R)=\langle v_{R\sigma}^\dagger c_{R\sigma}\rangle$. The direct and exchange terms of the Fock matrix give the coefficient of $c_{R\sigma}^\dagger v_{R\sigma}$ as
\begin{equation}
f_\sigma=J\sum_{\sigma'}p_{\sigma'}+J'\sum_{\sigma'}p_{\sigma'}^*-Vp_\sigma-J'p_\sigma^* .\label{field}
\end{equation}
The conjugates are where $q$ meets $-q$: if $p(R)$ contains $e^{iqR}$, then $p^*(R)$ contains $e^{-iqR}$. No other momenta mix.

For equal orders on both spins, $f=(2J-V)p+J'p^*$; for opposite orders, $f=-Vp-J'p^*$ on the first spin and the negative of this on the second. Setting $p^*=p$ or $p^*=-p$ gives $f=-gp$ in each case, with the strengths (\ref{channels}).

\subsection{Response and iteration}

A field component $f_q$ mixes $(c,k+q)$ into the filled orbital $(v,k)$ with first-order amplitude $\delta_k=-f_q/\Delta_k(q)$. The new order is the average of these amplitudes,
\begin{equation}
p_q^{\rm new}=\frac1N\sum_k\delta_k=-\chi(q)f_q=g\chi(q)\,p_q .\label{growth}
\end{equation}
A real or imaginary $p(R)$ has components at both $q$ and $-q$; both acquire the same factor because $\chi(-q)=\chi(q)$. An undamped iteration thus multiplies a small order by $g\chi(q)$. With linear mixing, where a fraction $\alpha$ of the new density is used, the factor is $1+\alpha(g\chi-1)$. If $g\chi>1$, no positive $\alpha$ brings it below 1. An order that is strictly zero nevertheless stays zero, so a symmetric start does not reveal the instability.

\subsection{Growth and energy}

Growth of an iteration does not by itself show that the energy falls. For that, take $q=\pi$ and amplitudes $\delta_k$ with average $p$. For each spin the energy quadratic in the order has two parts. The orbital mixing costs $\sum_k\Delta_k|\delta_k|^2$. The interaction contributes half the product of the density change and its own field, $\frac12N(p^*f+pf^*)=-Ng|p|^2$.

The cheapest mixing at fixed $p$ has $\delta_k$ proportional to $1/\Delta_k$, by the Lagrange condition $\Delta_k\delta_k=\text{constant}$. The constraint fixes $\delta_k=p/(\chi\Delta_k)$, and the cost is
\begin{equation}
\sum_k\Delta_k\frac{|p|^2}{\chi^2\Delta_k^2}=\frac{N|p|^2}{\chi}.
\end{equation}
Hence, for each spin,
\begin{equation}
E_2^{\min}=N|p|^2\left(\frac1{\chi(\pi)}-g\right).
\end{equation}
The energy falls when $g\chi(\pi)>1$, which is the condition for a small order to grow without changing sign. An undamped iteration also grows when $g\chi(\pi)<-1$, with a sign that alternates from step to step. The energy then rises, and a small enough $\alpha$ removes the growth.

It remains to evaluate $\chi(\pi)$. With $t=\tan(k/2)$, $\cos k=(1-t^2)/(1+t^2)$ and $dk=2\,dt/(1+t^2)$,
\begin{align}
\chi(\pi)&=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac1{D-2W\cos k}
=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{(D-2W)+(D+2W)t^2}\nonumber\\
&=\frac1{\sqrt{(D-2W)(D+2W)}}=\frac1{\sqrt{G(G+4W)}} .
\end{align}
The condition $g\chi(\pi)>1$ is again (\ref{main}).

\section{Limits and a numerical case}

For $G\ll W$, $g_c\approx2\sqrt{GW}$, which vanishes with the gap: in this chain any attraction suffices as $G\to0$. The cause is the large weight of pairs near the band edges. In three dimensions, with $\Delta\approx G+ak^2$ near the minimum, the corresponding integral of $k^2/(ak^2)$ stays finite, and a finite strength is needed even at $G=0$. For flat bands, $W=0$, the binding energy is $g$ and the condition is $g>G$.

Take the round values $t_c=0.5$, $t_v=0.3$, $D_0=1.3$, $U=1.0$, $V=0.8$ and $J=J'=0.1$, all in eV. Then
\begin{align}
D&=1.3+1.6-0.1-1.0=1.8\ \text{eV},\nonumber\\
G&=1.8-2(0.8)=0.2\ \text{eV},\nonumber\\
g_c&=\sqrt{0.2(0.2+3.2)}=0.825\ \text{eV}.
\end{align}
The real spin channel has $g=0.8+0.1=0.9$ eV and is unstable:
\begin{equation}
\lambda_{\min}(\pi)=1.8-\sqrt{1.6^2+0.9^2}=-0.036\ \text{eV}.
\end{equation}
The binding energy $E_b$ of the stability matrix, $0.236$ eV, exceeds the gap of $0.2$ eV; that of the exciton built from single excitations, $0.189$ eV, does not. The other strengths, $0.5$, $0.7$ and $0.7$ eV, lie below $g_c$. Direct iteration confirms the growth factors: $1.091$ for real spin order, and $0.606$, $0.849$ and $0.849$ for the others.

At $q=0$ the same spin channel has growth factor $0.513$ and lowest eigenvalue $0.815$ eV, so the primitive cell reports a stable determinant. Dropping $B$ replaces $g=V+J'$ by $V=0.8$ eV and gives $+0.011$ eV at $q=\pi$, which misses the instability.

Iterating from a small staggered spin order leads to a determinant with order $0.10$ per spin and $0.024$ conduction electrons per spin and cell. Its energy is $0.85$ meV per cell below the filled-band determinant. The real order has opposite signs for the two spins and alternates from cell to cell: a spin-density wave of interband character.

A four-cell ring gives $-0.121$ eV for the lowest eigenvalue, both from energy differences and from (\ref{secular}), against $-0.036$ eV for the long chain. The mesh is responsible. Expanding $1/(D'-2W\cos k)$ in powers of $\cos k$ shows that its Fourier coefficients are positive. The mesh average adds to the integral those coefficients whose index is a multiple of $N$, so a coarse mesh with even $N$, which contains both $k=0$ and the transfer $q=\pi$, exaggerates this instability. A ring with odd $N$ does not allow the transfer $\pi$, and a short one can miss the instability altogether. The remaining values are in the numerical output.

\section{What each derivation assumes}

The first derivation needs a stationary determinant and, for the blocks, translation symmetry. Equation (\ref{block}) holds for any interaction with that symmetry, including long-range ones, and gives every unstable direction. The scalar condition (\ref{criterion}) needs more: an on-site interaction and bands without hybridisation, which together make the coupling independent of $k$, and, when $J'\ne0$, the same set of pair energies at $q$ and $-q$. Bands even in $k$ ensure this for every $q$; at $q=0$ and $q=\pi$, where $-q$ equals $q$ modulo a reciprocal lattice vector, it holds for any bands. For an orbital change along its eigenvector, $\lambda$ is the second-order energy change divided by $\sum|Z_{ai}|^2$, which is half the curvature. It is not in general an excitation energy.

The second derivation uses the on-site form from the start, because the field must depend on a single local order. With a nonlocal interaction $f$ would in general depend on $k$, and (\ref{growth}) would become a matrix equation. It also needs a nonzero gap, so that the first-order mixing is finite. In return it gives the rate at which an iteration leaves the symmetric solution, which the eigenvalue $\lambda$ does not give directly.

Both are mean-field and local. Stability against small changes does not exclude a lower determinant far away, and an instability does not prove that the true ground state of a chain has long-range order.

Both also express the condition through the Hartree--Fock gap, which itself contains the interaction. At fixed $D_0$, $J$, $J'$ and $U$, raising $V$ by $dV$ raises $g$ by $dV$ but $D$ by $2\,dV$. In the real spin channel,
\begin{equation}
\frac{d}{dV}\left(D^2-4W^2-g^2\right)=2(2D-g).
\end{equation}
At threshold $g^2=D^2-4W^2<D^2$, so this derivative is positive and a larger $V$ stabilises the filled-band determinant. On the insulating side, $G>0$, the statement that a stronger direct attraction $V$ favours the excitonic state therefore holds at fixed Hartree--Fock gap, not at fixed bare band separation. The argument does not reach overlapping bands. With the other values of the numerical case, $G<0$ for $V<0.7$ eV, and there the self-consistent order grows with $V$, from $0.09$ at $V=0.4$ eV to $0.18$ at $0.7$ eV. It then falls to $0.10$ at $0.8$ eV and has vanished at $0.85$ eV.

\section*{Computed results}
\begin{verbatim}
GENERIC RING, 5 cells, 2 hybridised bands
largest momentum-forbidden element: 3.9e-08 eV
largest allowed off-diagonal A element: 0.080 eV
largest allowed B element: 0.058 eV
largest forbidden A element with impurity: 0.099 eV
TWO-BAND MODEL, inputs
t_c = 0.50 eV, t_v = 0.30 eV, D0 = 1.30 eV
U = 1.00, V = 0.80, J = 0.10, J' = 0.10 eV
FOUR-CELL RING
number of stability eigenvalues: 128
lowest, from energy differences: -0.12061 eV
lowest, from channel formula: -0.12061 eV
largest deviation in whole spectrum: 5.2e-07 eV
LONG CHAIN
HF centre separation D = 1.8000 eV, W = 0.8000 eV
indirect HF gap G = 0.2000 eV
direct HF gap = 1.4000 eV
chi(pi) = 1.2127 1/eV
chi(0) = 0.5698 1/eV
critical strength at q=pi: 0.8246 eV
critical strength at q=0: 1.7550 eV
charge real: g = 0.500 eV, SCF factor at pi = 0.6063
charge imag: g = 0.700 eV, SCF factor at pi = 0.8489
spin real: g = 0.900 eV, SCF factor at pi = 1.0914
spin imag: g = 0.700 eV, SCF factor at pi = 0.8489
spin real: SCF factor at q=0 = 0.5128
binding energy for g = V+J': 0.2358 eV
lowest stability eigenvalue, q=pi: -0.0358 eV
lowest stability eigenvalue, q=0: 0.8151 eV
lowest spin eigenvalue without B, q=pi: 0.0111 eV
ORDERED DETERMINANT, q=pi, spin real
order <c+ v> per spin: 0.1045
conduction occupation per spin and cell: 0.0236
energy gain per cell: 0.8507 meV
\end{verbatim}
